Mean-field second-layer nucleation on a circular island with absorbing edges, part 2

We seek the rate at which new islands nucleate on top of an existing one, a disc of radius R. Atoms land with flux F, per area and time, and diffuse as adatoms with coefficient D; none evaporates. At an absorbing edge they step down for good. Two adatoms that meet form a nucleus, assumed so far never to break up. On a square lattice of spacing a, with hop rate h in each direction, D = ha². The steady adatom density n at distance r from the centre obeys

D (1/r) d/dr (r dn/dr) + F = 0.  (3)

Its solution is

n(r) = −F r²/(4D) + C₂.  (5)

An absorbing edge gives C₂ = FR²/(4D) and the mean adatom number N = πFR⁴/(8D). The mean-field closure takes sDn² nucleation events per area and time, where s is the capture number. With v = R² − r², the rate on the whole island is

Ω = sD (F²/(16D²)) π ∫₀^{R²} v² dv.  (11)

**Ω = π s F² R⁶/(48D).**  (12)

It cannot exceed πR²F · N, the landing rate times N. Neglecting adatom losses to nucleation requires a small

ε = 2sD[FR²/(4D)]²/F = sFR⁴/(8D).  (24)

Capture makes g(x,y), the density of ordered pairs (each physical pair listed twice), vanish at contact. Hence s depends on size: for R much larger than a, up to a constant beside the logarithm,

s ≈ 2π/ln(R/a).  (29)

An island that collects every atom landing in a cell of radius L grows from negligible size at t = 0 as

R² = F a² L² t.  (19)

At constant s, the expected number of events up to time t is

E = π s F R⁸/(192 D a² L²).  (22)

The example takes rough values for iron on Fe(100) at 400 K: kT = 0.03447 eV, hopping barrier 0.45 eV, attempt rate 10¹² s⁻¹, a = 0.287 nm, F = 0.121 nm⁻² s⁻¹, R = 8 nm and L = 9 nm. With s = 3, Ω = 4.3 × 10⁻³ s⁻¹ and E = 0.085.

### The capture number from two walkers on a lattice

Equation (29) gives the trend, but its derivation leaves open the constant beside the logarithm. A lattice calculation supplies it. Let f = Fa² be the landing rate per site, and let pₓ be the mean occupation of site x. For every site of a disc,

h Σ_{x′}(p_{x′} − pₓ) + f = 0,  (30)

where x′ runs over the four neighbours and p = 0 outside the disc. For two adatoms at sites x and y that are neither equal nor nearest neighbours, the ordered pair occupation obeys

h Σ_{x′}[g(x′,y) − g(x,y)] + h Σ_{y′}[g(x,y′) − g(x,y)] + f(pₓ + pᵧ) = 0.  (31)

For equal or neighbouring sites g = 0, because such a pair has already formed a nucleus. The nucleation rate is half the sum of two ordered contributions: hops that bring separated pairs into contact, and landings on or next to an adatom,

Ω₂ = ½[Σ_sep h m(x,y) g(x,y) + Σ_con f(pₓ + pᵧ)].  (32)

Here "sep" denotes separated pairs, "con" denotes pairs in contact, and m is the number of single hops that lead from the separated pair to contact. Third adatoms are ignored, so Ω₂ is the rate to leading order in f/h, that is, to order f².

A direct simulation gives a comparison on a small disc made of the 69 sites within 4.5a of a central site. Atoms land and hop at random, any number may be present, and both members of a pair are removed when they meet. With f/h = 3 × 10⁻⁴ and 60,000 landings, 1281 pairs met. Landings occur at the rate 69f, so the simulated rate is

(1281/60000) · 69f = 4910 f²/h.  (33)

Solving equation (31) by conjugate gradients and inserting the result in (32) gives 4951 f²/h. The two differ by 0.8 %. The counting error of the simulation is about 1/√1281, or 2.8 %. In addition, equation (32) leaves out the loss of adatoms to other meetings. By equations (12) and (24) the number of events per landing is ε/6, so ε is about 0.13 here, and the loss is not negligible. Keeping up to three adatoms in the balance lowers the rate by about 7 %, to about 4600 f²/h. The simulated value lies about two counting errors above this, so the agreement to 0.8 % is chance.

To turn Ω₂ into a capture number, compare it with the closure on the same disc. The integral of sDn² becomes s h Σpₓ², so

s_eff = Ω₂/(h Σpₓ²).  (34)

A lattice disc has a ragged edge, so its radius is defined by requiring Σpₓ² to equal the continuum value πf²R⁶/(48h²a⁶). With this definition, Ω₂ is equation (12) with s replaced by s_eff. Four discs give

R/a = 6.99:  s_eff = 3.64
R/a = 10.05:  s_eff = 3.05
R/a = 12.85:  s_eff = 2.74
R/a = 16.93:  s_eff = 2.46.  (35)

The capture number falls by about a third while the radius grows by a factor of 2.4. Equation (29), with its missing constant restored, says that 1/s should be a straight line in ln R with slope 1/(2π) = 0.159. A least-squares line through the three largest discs has the slope 0.153, or 4 % less. Corrections to the leading logarithm are to be expected at these sizes; their separate causes are not resolved here.

One contribution that the continuum closure does not contain can be estimated. An adatom away from the edge has five sites on which a landing atom makes contact at once: its own and its four neighbours. Such landings occur at the rate 5Fa²N. Divided by equation (12), with s replaced by s_eff, this is

5Fa²N/Ω = 30a²/(s_eff R²).  (36)

The share is 17 % for the smallest disc in (35). It falls roughly as 1/R², and is about 2 % at the size of the example.

The example has R/a = 8/0.287 = 27.9, beyond the largest disc computed. The fitted line, extended to this radius, gives s = 2.07. Starting instead from the largest disc and using the slope 0.159 gives 2.06. An extrapolation of the same kind, from the three smaller discs to the largest, gives 2.47 where the direct value is 2.46. The choice s = 3 was therefore too high for this island. Its replacement multiplies Ω by 0.69 and gives 3.0 × 10⁻³ s⁻¹.

The size dependence of s also softens the sixth power. For a line with slope 0.153, the logarithmic derivative of s is −0.153s, so that

d ln Ω/d ln R = 6 − 0.153s.  (37)

At s = 2.07 the local exponent is 5.7. A calculation that fits s at one radius and uses equation (12) over a much wider range will therefore overestimate the rate on larger islands and underestimate it on smaller ones.

### An edge that resists

On many surfaces an adatom meets an extra barrier E_s when it steps down. Assume the same attempt rate for this step as for a normal hop. The rate of stepping down from a site at the edge is then h′ = h exp(−E_s/kT).

Let J be the outward current per length of edge, and n_last the density at the last row of sites. Take the edge to be straight and along a lattice row. The last row then has one site per length a, each with occupation n_last a², so J = h′a n_last. The radius R is placed one spacing beyond this row, where the density vanishes if h′ = h. Since dn/dr = −J/D near the edge, continuing the density to R gives

n(R) = n_last − aJ/D = J/(h′a) − J/(ha).  (38)

The last step used D = ha². Write the right side as ℓJ/D. Multiplying by D/J = ha²/J yields

ℓ = a(h/h′ − 1) = a[exp(E_s/kT) − 1].  (39)

Conservation still requires J = πR²F/(2πR) = FR/2. The edge density is therefore n(R) = FRℓ/(2D). Equation (5) holds as before, with this new edge value:

n(r) = F(R² − r² + 2Rℓ)/(4D).  (40)

The barrier raises the density everywhere by the same amount. With k = 2Rℓ, the integral in equation (11) becomes

∫₀^{R²}(v + k)² dv = [(R² + k)³ − k³]/3 = (R⁶ + 3R⁴k + 3R²k²)/3.  (41)

Dividing by R⁶/3 and restoring k gives the factor by which the barrier multiplies the rate at fixed s:

B = 1 + 6ℓ/R + 12ℓ²/R².  (42)

The linear term has the large coefficient 6, so "absorbing" is a demanding condition. To keep the error of equation (12) below 10 %, ℓ must be smaller than about R/60.

Take E_s = 0.045 eV, a rough value for a modest barrier. At 400 K equation (39) gives ℓ = 0.287 · [exp(0.045/0.03447) − 1] = 0.77 nm. Then

B = 1 + 0.579 + 0.112 = 1.69.  (43)

In this straight-edge estimate, a barrier only slightly larger than kT thus raises the rate by 69 %. A round island on a square lattice has a stepped edge, with about 8R/a outward bonds instead of the 2πR/a assumed here. This multiplies ℓ by π/4 and lowers B to about 1.52. During growth the effect is larger, because ℓ/R was greater when the island was small. Equation (19) makes dt proportional to R dR, so the three terms of Ω vary under the integral as R⁷, R⁶ and R⁵. Their integrals are R⁸/8, R⁷/7 and R⁶/6, and the expected number is multiplied by

1 + (48/7)ℓ/R + 16ℓ²/R² = 1.81.  (44)

E then rises from 0.085 to 0.15, still with s = 3 and the straight-edge value of ℓ.

For a strong barrier, ℓ ≫ R, the last term of (42) dominates and the closure gives πsF²R⁴ℓ²/(4D). This limit cannot be trusted. The density is then nearly uniform, N ≈ πR² · FRℓ/(2D), and the bound πR²F · N becomes π²F²R⁵ℓ/(2D). The ratio of the closure to the bound is

sℓ/(2πR),  (45)

which exceeds one when ℓ > 2πR/s. The reason is physical: two adatoms held on the island for a long time are almost sure to meet, and the probability of their meeting cannot exceed one. The closure, which takes no account of pairs already used up, lets this probability grow in proportion to ℓ. In the example ℓ/R is 0.10, far from this failure.

### Nuclei that may break up

Irreversible nucleation requires a dimer, a bound pair, to gain a third atom before it breaks. On a square lattice this is necessary but not sufficient: the end atoms of a trimer are also held by one bond and detach at a similar rate, and the first cluster with two bonds per atom is the square of four. The estimate below covers only the first step. Treat a dimer at the centre as an absorbing disc of radius a. The solution of equation (3) that vanishes at both R and a is

n = F(R² − r²)/(4D) − K ln(R/r),  K = F(R² − a²)/(4D ln(R/a)).  (46)

The flow into the dimer is 2πaD dn/dr at r = a. Since dn/dr = −Fa/(2D) + K/a there, the flow is 2πDK − πFa². Atoms landing directly on the absorbing disc add πFa², which leaves

Γ₃ = 2πDK = πF(R² − a²)/(2 ln(R/a)) = 3.7 s⁻¹.  (47)

For breakup, assume a rough bond energy of 0.60 eV, six escape hops, and the attempt rate used before:

Γ_b = 6 · 10¹² s⁻¹ · exp[−(0.45 + 0.60)/0.03447] = 0.35 s⁻¹.  (48)

The share of central dimers that break first is Γ_b/(Γ_b + Γ₃) = 0.088. The disc of radius a is a rough stand-in: a lattice dimer with its eight contact sites gives about 3.9 s⁻¹ and a share of 0.083. The atoms released may meet again, so the loss of dimers is smaller than this share for central dimers. The conclusion rests on the bond energy: at 0.50 eV the breakup rate would be exp(0.10/0.03447) = 18 times higher, about 6 s⁻¹. Most central dimers would then break before a third atom arrives. Their atoms start close together and often meet again, so this share is not the loss of stable nuclei. A rate for stable nuclei would have to include the chance of meeting again.

### Islands that are not round

Equation (3) can also be solved for a square with absorbing edges. A finite-difference solution with 60 intervals along each side gives an integral of n² that is 0.81 times that of a disc of equal area. With D, F and s unchanged, Ω is multiplied by the same 0.81. Using the island's area to define an equivalent radius thus overestimates the rate for a square by about a quarter.

### The example beside the real surface

The inputs place the model in the regime of Fe on Fe(100) at 400 K; they are rough values, not a fit to that surface. With the rough edge barrier used above and s held fixed, the resisting edge raises the rate by 69 % in the straight-edge estimate, and by about 52 % for the stepped edge of a round lattice island. The size-corrected capture number lowers it by 31 %, and a square shape lowers it by 19 %. These factors should not simply be multiplied, since a resisting edge or another shape also changes how pairs meet and hence changes s. The hopping barrier matters more than any of them. At fixed R and F, Ω varies as 1/D, so an error of 0.05 eV in that barrier changes the rate by exp(0.05/0.03447), a factor of 4.3. For this surface the model supports an order of magnitude, a few events per thousand seconds on an 8 nm island, and not a second digit.

For use in a growth calculation, equation (12) is sound as a starting point under four conditions: ℓ well below R/6, ε from equation (24) well below one, dimers and trimers that outlive the wait for the next atom, and a capture number taken at the island size where most nuclei form. While E at coalescence is of order one or less, as in the example, equation (22) puts most of the weight on the last events, and that size is close to the radius at coalescence. If E would be much larger, the first nucleus forms earlier, near the radius where E reaches one. If the first condition fails moderately, the factor B corrects the rate at fixed s, but the barrier also lowers s. On a lattice disc with R/a = 10, s falls from about 3.0 to 2.9, 2.5 and 1.8 at ℓ/R = 0.1, 0.3 and 1, so B alone overstates the rate. If ℓ approaches R, the closure itself has to be replaced by a treatment of individual pairs.
